# Coulomb matrix elements of interstitial plane waves in the mixed product basis, part 2

An interstitial plane wave (IPW) is a plane wave cut off at the muffin-tin (MT) spheres. We seek its Coulomb matrix elements with IPWs and MT functions, in Hartree atomic units:
\[v_{IJ}=\lim_{\lambda\to0^+}\int_{\rm cell}d^3r\int_{\rm all}d^3r'\,M_I^*(\mathbf r)\frac{e^{-\lambda|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}M_J(\mathbf r').\]
The cell has volume \(\Omega\), lattice vectors \(\mathbf T\) and reciprocal vectors \(\mathbf G\). Spheres with centres \(\mathbf R_a\) and radii \(s_a\) neither overlap nor touch. \(\Theta=1-\Theta^{\rm MT}\) is 1 in the interstitial, 0 in the spheres; \(\Theta_{\mathbf g}=\Omega^{-1}\int_{\rm cell}e^{-i\mathbf g\cdot\mathbf r}\Theta\,d^3r=\delta_{\mathbf g0}-\Theta^{\rm MT}_{\mathbf g}\). The Bloch vector \(\mathbf k\) is not a reciprocal vector; \(\mathbf q=\mathbf k+\mathbf G\), \(\mathbf q'=\mathbf k+\mathbf G'\). The basis is
\[M_{\mathbf G}=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}\Theta(\mathbf r),\qquad M_{aLM}=\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}f(\rho)Y_{LM}(\hat{\boldsymbol\rho}),\quad\boldsymbol\rho=\mathbf r-\mathbf T-\mathbf R_a,\]
with \(f\) real, zero for \(\rho>s_a\), and Condon-Shortley \(Y_{lm}\). Define
\[N_{lm}=\sqrt{\frac{4\pi}{(2l+1)(l+m)!(l-m)!}},\qquad C_{lm}=\frac{4\pi}{(2l+1)N_{lm}},\]
\[R_{lm}(\mathbf r)=N_{lm}r^lY_{lm},\quad I_{lm}(\mathbf r)=\frac{C_{lm}Y_{lm}}{r^{l+1}},\quad S^{ab}_{lm}={\sum_{\mathbf T}}'e^{i\mathbf k\cdot\mathbf T}I_{lm}(\mathbf R_b+\mathbf T-\mathbf R_a),\]
the prime dropping zero argument. With \(j_l(x)=(2i^l)^{-1}\int_{-1}^1e^{ixt}P_l(t)dt\) and \(j_{-1}(x)=\cos x/x\), for \(l\ge0\)
\[(x^{l+2}j_{l+1})'=x^{l+2}j_l,\quad(x^{1-l}j_{l-1})'=-x^{1-l}j_l,\quad j_{l+1}+j_{l-1}=\frac{2l+1}{x}j_l.\tag{1}\]

**Theorem (to be proved).** With \(Q=\int_0^{s_a}r^{L+2}f\,dr\), \(\gamma\) the angle between \(\mathbf q\) and \(\mathbf q'\), and
\[\mu^a_{lm}(\mathbf q)=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf R_a}4\pi i^lY^*_{lm}(\hat{\mathbf q})N_{lm}\,s_a^{l+2}j_{l+1}(qs_a)/q,\]
\[v_{aLM,\mathbf G}=Q\Big\{\frac{4\pi i^LY^*_{LM}(\hat{\mathbf q})e^{i\mathbf q\cdot\mathbf R_a}}{\sqrt\Omega}\,\frac{4\pi s_a^{1-L}j_{L-1}(qs_a)}{(2L+1)q}-N_{LM}\sum_{blm}(-1)^{M+l}\mu^b_{lm}(\mathbf q)S^{ab}_{L+l,m-M}\Big\},\tag{A}\]
\[v_{\mathbf{GG}'}=\frac{4\pi}{q^2}\Theta_{\mathbf G-\mathbf G'}-\frac{16\pi^2}{\Omega}\sum_ae^{i(\mathbf G'-\mathbf G)\cdot\mathbf R_a}\frac{s_a^3}{qq'}\sum_lP_l(\cos\gamma)j_{l+1}(qs_a)j_{l-1}(q's_a)+v^{\rm off},\tag{B}\]
\[v^{\rm off}=\sum_{ab}\sum_{LMlm}(-1)^{M+l}\mu^{a}_{LM}(\mathbf q)^*\mu^b_{lm}(\mathbf q')S^{ab}_{L+l,m-M}.\]

**Lemma 1.** For \(q\ne0\), \(e^{i\mathbf q\cdot\mathbf r}\) has the potential \(4\pi e^{i\mathbf q\cdot\mathbf r}/q^2\), and \(v_{IJ}=\sum_{\mathbf p}c_I^*(\mathbf p)\,4\pi p^{-2}c_J(\mathbf p)\), where \(M_I=\Omega^{-1/2}\sum_{\mathbf p}c_I(\mathbf p)e^{i\mathbf p\cdot\mathbf r}\), \(\mathbf p=\mathbf k+\mathbf G''\). For an IPW, \(c_{\mathbf G}(\mathbf k+\mathbf G'')=\Theta_{\mathbf G''-\mathbf G}\); the tail beyond a cutoff \(G_c\) is of order \(G_c^{-3}\).

**Lemma 2.**
\[e^{i\mathbf q\cdot(\mathbf R_a+\mathbf r)}=e^{i\mathbf q\cdot\mathbf R_a}4\pi\sum_{lm}i^lj_l(qr)Y^*_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r}),\]
its moments \(\int R^*_{lm}\,\Omega^{-1/2}e^{i\mathbf q\cdot(\mathbf R_a+\mathbf r)}d^3r\) over sphere \(a\) equal \(\mu^a_{lm}(\mathbf q)\), and \(\Theta^{\rm MT}_{\mathbf g}=\sum_a(4\pi s_a^3/\Omega)e^{-i\mathbf g\cdot\mathbf R_a}j_1(gs_a)/(gs_a)\).

**Lemma 3.** The density \(j_l(qr)Y_{lm}\) for \(r<s\), zero outside, has inside the potential \(V_l(r)Y_{lm}\),
\[V_l(r)=\frac{4\pi}{q^2}j_l(qr)-\frac{4\pi\,s^{1-l}j_{l-1}(qs)}{(2l+1)q}\,r^l.\]

**Lemma 4.** For \(|\mathbf r|+|\mathbf r'|<D\),
\[\frac1{|\mathbf D-\mathbf r+\mathbf r'|}=\sum_{LMlm}(-1)^{M+l}R_{LM}(\mathbf r)R^*_{lm}(\mathbf r')I_{L+l,m-M}(\mathbf D),\]
the part of degrees \(L,l\) being at most \(\binom{L+l}{L}r^Lr'^l/D^{L+l+1}\).

**Lemma 5.** With \(\boldsymbol\tau=\mathbf R_b-\mathbf R_a\), \(\mathbf D=\boldsymbol\tau+\mathbf T\), \(\mathbf p=\mathbf G-\mathbf k\), any \(\eta>0\),
\[S^{ab}_{lm}={\sum_{\mathbf T}}'e^{i\mathbf k\cdot\mathbf T}I_{lm}(\mathbf D)\frac{\Gamma(l+\frac12,\eta^2D^2)}{\Gamma(l+\frac12)}+\frac{4\pi C_{lm}(-i)^l}{\Omega\,(2l-1)!!}\sum_{\mathbf G}p^{l-2}Y_{lm}(\hat{\mathbf p})e^{-p^2/4\eta^2+i\mathbf p\cdot\boldsymbol\tau}-\delta_{ab}\delta_{l0}\frac{2\eta}{\sqrt\pi}.\]

**Lemma 6.** For \(\rho_I\) in home-cell sphere \(a\) and a Bloch density \(\rho_J\) in the spheres, with moments \(\mu_{lm}=\int R^*_{lm}\rho\,d^3r\) about the home-cell centres, the interaction of \(\rho_I^*\) with all spheres but its own is \(\sum_b\sum(-1)^{M+l}\mu^{a*}_{LM}[\rho_I]\,\mu^b_{lm}[\rho_J]\,S^{ab}_{L+l,m-M}\).

## Proof of the theorem

Write \(M_{\mathbf G}=P_{\mathbf q}-P_{\mathbf q}\Theta^{\rm MT}\) with \(P_{\mathbf q}=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}\).

*Part (A).* The integrand over \(\mathbf r\) is lattice periodic, so the cell integral is the integral over sphere \(a\) at \(\mathbf T=0\). Let \(A=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf R_a}4\pi i^LY^*_{LM}(\hat{\mathbf q})\) be the Rayleigh coefficient selected by \(Y_{LM}^*\). The full wave contributes \(A(4\pi/q^2)\int r^2fj_L(qr)dr\) by Lemmas 1 and 2. The part of the wave in the same sphere contributes \(-A\int r^2fV_Ldr\). By Lemma 3 the integrals over \(fj_L\) cancel, and the harmonic term leaves \(+A\,Q\,4\pi s_a^{1-L}j_{L-1}(qs_a)/[(2L+1)q]\). The parts in all other spheres enter with a minus sign through Lemma 6, where the MT function has the single real moment \(N_{LM}Q\). ∎

*Part (B).* Expanding both factors gives four terms. Lemma 1 acting to the right gives \(\langle P_{\mathbf q}|v|P_{\mathbf q'}\rangle=4\pi\delta_{\mathbf{GG}'}/q^2\) and \(\langle P_{\mathbf q}\Theta^{\rm MT}|v|P_{\mathbf q'}\rangle=4\pi\Theta^{\rm MT}_{\mathbf G-\mathbf G'}/q'^2\). By the symmetry of the reciprocal sum it also acts to the left, \(\langle P_{\mathbf q}|v|P_{\mathbf q'}\Theta^{\rm MT}\rangle=4\pi\Theta^{\rm MT}_{\mathbf G-\mathbf G'}/q^2\). The sphere-sphere term carries \((-1)^2\), so
\[v_{\mathbf{GG}'}=\frac{4\pi}{q^2}\delta_{\mathbf{GG}'}-4\pi\Theta^{\rm MT}_{\mathbf G-\mathbf G'}\Big(\frac1{q^2}+\frac1{q'^2}\Big)+v^{\rm on}+v^{\rm off},\tag{2}\]
with \(v^{\rm off}\) from Lemmas 2 and 6. In \(v^{\rm on}\) the factors \((-i)^li^l\) give 1, and \((4\pi)^2\sum_mY_{lm}(\hat{\mathbf q})Y^*_{lm}(\hat{\mathbf q}')=4\pi(2l+1)P_l(\cos\gamma)\):
\[v^{\rm on}=\frac{4\pi}\Omega\sum_ae^{i(\mathbf G'-\mathbf G)\cdot\mathbf R_a}\sum_l(2l+1)P_l(\cos\gamma)K_l,\qquad K_l=\int_0^{s}r^2j_l(qr)V_l(r;q')dr.\]
Lemma 3 and \(\int_0^sr^{l+2}j_l(qr)dr=s^{l+2}j_{l+1}(qs)/q\) give, with \(J_l=\int_0^sr^2j_l(qr)j_l(q'r)dr\),
\[K_l=\frac{4\pi}{q'^2}J_l-\frac{4\pi s^3}{(2l+1)qq'}j_{l+1}(qs)j_{l-1}(q's).\]
The same reduction applied to the overlap \(\langle P_{\mathbf q}|\Theta^{\rm MT}|P_{\mathbf q'}\rangle\) shows that \((4\pi/\Omega)\sum_ae^{i(\mathbf G'-\mathbf G)\cdot\mathbf R_a}\sum_l(2l+1)P_lJ_l=\Theta^{\rm MT}_{\mathbf G-\mathbf G'}\). The \(J_l\) part of \(v^{\rm on}\) therefore cancels the \(1/q'^2\) term of (2), the two \(1/q^2\) terms combine to \(4\pi\Theta_{\mathbf G-\mathbf G'}/q^2\), and the rest of \(K_l\) is the Bessel term of (B). ∎

## Remarks

*Moments.* In (A) the radial function enters through \(Q\) alone. The interstitial charge lies outside sphere \(a\), its potential there is harmonic, and the \(LM\) component is proportional to \(r^L\). An MT function with \(Q=0\) does not couple to any IPW.

*Hermiticity.* \(J_l\) is absent from (B), so \(q=q'\) needs no separate case. The price is a form that treats \(\mathbf q\) and \(\mathbf q'\) differently, although \(v\) is Hermitian and has non-negative eigenvalues by Lemma 1.

*Small spheres.* As \(s_a\to0\), the \(l=0\) Bessel term has \(j_1(qs)j_{-1}(q's)\to q/(3q')\) and tends to \(-(4\pi/q'^2)\sum_a(4\pi s_a^3/3\Omega)e^{i(\mathbf G'-\mathbf G)\cdot\mathbf R_a}\). This restores the \(1/q'^2\) term of (2) at order \(s^3\), as it must, since the self-energy of the small sphere charges is of order \(s^5\) and \(v^{\rm off}\) of order \(s^6\).

*Small \(\mathbf k\).* The term \(\mathbf p=\mathbf k\) of Lemma 1 is \(4\pi\Theta^*_{-\mathbf G}\Theta_{-\mathbf G'}/k^2\) and the other terms stay finite, so \(k^2v_{\mathbf{GG}'}\to4\pi\Theta^*_{-\mathbf G}\Theta_{-\mathbf G'}\). In this limit the net charge of an IPW per cell is proportional to \(\Theta_{-\mathbf G}\), and an element between two IPWs diverges when both charges are nonzero. For an MT function, \(j_L(kr)\approx(kr)^L/(2L+1)!!\) makes the same term proportional to \(Qk^{L-2}Y^*_{LM}(\hat{\mathbf k})\Theta_{-\mathbf G}\): divergent for \(L=0,1\) and finite but dependent on direction for \(L=2\). For IPWs with \(\mathbf G\ne0\) the structure constants carry this behaviour through the \(\mathbf p=-\mathbf k\) term of Lemma 5, \(k^{l-2}\); for \(\mathbf G=0\) the first term of (A) shares it, and in (B) the step term does so when \(q=k\) and the Bessel term when \(q'=k\). The theorem does not cover \(\mathbf k=0\).

*Convergence in \(l\).* Integrating the definition by parts \(l\) times gives \(j_l(x)=x^l(2^{l+1}l!)^{-1}\int_{-1}^1(1-t^2)^l\cos(xt)dt\), hence \(|j_l|\le x^l/(2l+1)!!\), with equality to leading order at small \(x\). The bound falls with \(l\) once \(2l+3>x\), but for large \(x\) it is still far above \(|j_l|\) there. The function \(j_l(x)\) itself decays with \(l\) only beyond the turning point \(l(l+1)\approx x^2\) of the Bessel equation, so for \(q=q'\) the Bessel sum of (B) must run past \(l\approx qs_a\). In the off-site series the bound of Lemma 4 adds a factor \(\binom{L+l}{L}(s_b/D)^l\), so there the cutoff also depends on the geometry and on \(L\), and it can lie below \(qs_a\). If spheres overlap, the condition of Lemma 4 is no longer met for all pairs of points, so Lemma 6 does not follow, and the formula for \(\Theta^{\rm MT}\) counts the overlap twice.

## Worked example

The model is a simple cubic cell with \(a=6\) bohr, \(\Omega=216\) bohr³, a sphere of 2.5 bohr at the origin and one of 2.0 bohr at \((3,3,2.7)\) bohr, 5.0289 bohr away. The Bloch vector is \((0.1,0.2,0.3)\,2\pi/a\), the Rayleigh sums run to \(l=16\), and all elements are in Ha bohr³. The values are in the numerical output. The reference is the reciprocal sum of Lemma 1 with its \(G_c^{-3}\) tail removed by extrapolation between two smooth cutoffs; it uses no multipoles or Ewald sums and still omits higher orders of the tail. It agrees with (A) and (B) in the seven printed decimals for all ten elements. Lemmas 1 to 5, the Hermiticity of (B) and its equality with (2) were also tested numerically.

The sphere fraction is \(4\pi(2.5^3+2^3)/(3\cdot216)=0.458149\), so \(\Theta_0=0.541851\). For \(\mathbf G=\mathbf G'=(100)\), with \(4\pi/q^2=8.551609\), each cross term is \(-8.551609\times0.458149=-3.917910\), and (2) gives
\[8.551609-2(3.917910)+4.189626-1.283879\approx3.62154.\]
In (B) the step term is \(8.551609\times0.541851=4.633698\), the Bessel term is \(4.189626-3.917910=0.271716\), and \(4.633698+0.271716-1.283879=3.621535\), or 14.603 eV ų. The positive sign of the Bessel term comes from \(l=0\). Both \(qs_1=3.03\) and \(qs_2=2.42\) lie between \(\pi/2\) and \(\pi\), where \(j_{-1}<0\) while \(j_0>0\), and the first relation (1) makes each \(j_{l+1}\) positive by induction. The terms \(l\ge1\) therefore lower the element and the term \(l=0\) raises it.

For \((000),(100)\) the step term is \(81.851114\times(-0.0432655)=-3.54133\), the Bessel term is \(1.81416-0.36999=1.44417\), the off-site term is \(0.13017-0.04521i\), and the total is \(-1.96698-0.04521i\) to rounding. The imaginary part is wholly off-site, because the phase \(e^{i(\mathbf G'-\mathbf G)\cdot\mathbf R_a}\) is \(+1\) for the first sphere and \(-1\) for the second. The transposed element starts from the step term \(-0.36999\) and reaches the conjugate total. The element \((000),(000)\) is 25.0624, or 101.06 eV ų. Of this the term \(\mathbf p=\mathbf k\) gives \(81.851114\times0.541851^2=24.0317\), and the remainder 1.0307 is positive, as Lemma 1 requires. The eigenvalues of the three-wave block are 1.9155, 3.4609 and 26.1863.

Cutting both series of (B) at \(l=2,4,6,8,12\) changes \((100),(100)\), relative to the \(l=16\) value, by \(1.12\times10^{-1}\) (3% of the element), \(8.94\times10^{-4}\), \(3.56\times10^{-6}\), \(1.33\times10^{-8}\) and \(1.11\times10^{-13}\). These figures hold for \(qs_1\approx3\); for \(\mathbf G=\mathbf G'=(500)\), where \(qs_1=13.4\), a cut at \(l=12\) still leaves about \(2\times10^{-3}\) and one at \(l=16\) about \(1\times10^{-5}\). For \((100),(100)\), from \(l=6\) to 8 the error drops by a factor 268. With the leading-order Bessel ratios and \(x=3.03\), the first omitted Bessel term would drop by \((19\cdot15)(21\cdot17)/x^4\approx1200\). The off-site truncation has no such simple ratio: each omitted moment pairs with several low moments, weighted by binomial factors and by complex structure constants whose phase varies with \(L+l\). The observed factor belongs to neither series alone: the first omitted Bessel term of sphere 1, \(16\pi^2s_1^3j_{l+2}j_l/(\Omega q^2)\) for a cut at \(l\), is about \(5\times10^{-6}\) at \(l=6\), larger than the net error, and about \(5\times10^{-9}\) at \(l=8\), so both truncations contribute.

The MT functions are \(f=\alpha r^L(1-cr^2/s^2)\), normalised to \(\int r^2f^2dr=1\). For atom 1, \(L=0\), \(c=0\), \(\alpha=\sqrt{3/2.5^3}=0.438178\) bohr\(^{-3/2}\) and \(Q=\alpha s^3/3=2.282177\) bohr\(^{3/2}\). With \(\mathbf G=(000)\) the first term of (A) is \(Q\sqrt{4\pi/\Omega}\,(4\pi/q^2)\cos(qs)=2.282177\times0.24120\times81.8511\times\cos0.9796=25.11\), equal to the full-wave term 40.87817 plus the on-site term \(-15.76467\). The off-site term \(-4.72042-0.13718i\) brings the total to \(20.39308-0.13718i\). For atom 2, \(L=M=1\), \(c=1\), \(Q=1.109265\times2^5(\frac15-\frac17)=2.028370\) bohr\(^{5/2}\), and the element with \((100)\) is \(-0.61122+0.14368i\), of modulus 0.62788 or 2.532 eV ų. Since \(Q\propto\frac1{2L+3}-\frac c{2L+5}\), the choice \(c=1.4\) at \(L=1\) gives \(Q=0\). For atom 1, \(M=1\) and \(\mathbf G=(100)\) the full-wave term is then \(-0.09897-0.54434i\), the on-site term is its negative, and the reciprocal sum vanishes to the printed digits.

At \(|\mathbf k|=3.9183\times10^{-4}\) bohr⁻¹, formula (B) gives \(k^2v_{(100),(100)}=0.023524\) Ha bohr, against the limit \(4\pi\times0.0432655^2=0.023523\) Ha bohr.

## Computed results

```
a = 6.0 bohr, Omega = 216.0 bohr^3, 2pi/a = 1.047198 1/bohr
s = [2.5, 2.0] bohr, R_2 = [3.0, 3.0, 2.7] bohr, min distance 5.0289 bohr
k = (0.1,0.2,0.3) 2pi/a, l_PW = 16, reference plane waves 787893
G=(0, 0, 0): |q| = 0.391825 1/bohr, q s_1 = 0.9796, 4pi/q^2 = 81.851114 Ha bohr^3
G=(1, 0, 0): |q| = 1.212219 1/bohr, q s_1 = 3.0305, 4pi/q^2 = 8.551609 Ha bohr^3
G=(0, -1, 1): |q| = 1.601904 1/bohr, q s_1 = 4.0048, 4pi/q^2 = 4.897075 Ha bohr^3
Theta_0 = 0.541851, Theta_(-1,0,0) = -0.0432655-0.0000000i
S^11_00 = -0.0544773+0.0000000i, S^12_00 = -0.0434603-0.2361215i 1/bohr
IPW-IPW elements in Ha bohr^3 (formula | reciprocal sum)
 (0, 0, 0),(0, 0, 0): +25.0624098-0.0000000i | +25.0624098+0.0000000i
 (0, 0, 0),(1, 0, 0): -1.9669827-0.0452073i | -1.9669827-0.0452073i
 (0, 0, 0),(0, -1, 1): -4.5853245+0.8209164i | -4.5853245+0.8209164i
 (1, 0, 0),(1, 0, 0): +3.6215353-0.0000000i | +3.6215353+0.0000000i
 (1, 0, 0),(0, -1, 1): +0.5873881-0.0828338i | +0.5873881-0.0828338i
 (0, -1, 1),(0, -1, 1): +2.8788042+0.0000000i | +2.8788042+0.0000000i
tail removed by extrapolation, (100),(100): 1.15e-05 Ha bohr^3
eigenvalues: 1.915518, 3.460888, 26.186343 Ha bohr^3
breakdown (1, 0, 0),(1, 0, 0) in Ha bohr^3, Theta^MT_(G-G') = +0.4581489+0.0000000i
  PW-PW 8.5516089, cross 1/q^2 -3.9179104+0.0000000i, cross 1/q'^2 -3.9179104+0.0000000i
  on-site +4.1896264+0.0000000i, off-site -1.2838791-0.0000000i
  compact: step term +4.6336984+0.0000000i, Bessel term +0.2717159-0.0000000i
breakdown (0, 0, 0),(1, 0, 0) in Ha bohr^3, Theta^MT_(G-G') = +0.0432655+0.0000000i
  PW-PW 0.0000000, cross 1/q^2 -3.5413273-0.0000000i, cross 1/q'^2 -0.3699894-0.0000000i
  on-site +1.8141610+0.0000000i, off-site +0.1301731-0.0452073i
  compact: step term -3.5413273-0.0000000i, Bessel term +1.4441716+0.0000000i
Rayleigh cut at l=2: error of (100),(100) = 1.12e-01 Ha bohr^3
Rayleigh cut at l=4: error of (100),(100) = 8.94e-04 Ha bohr^3
Rayleigh cut at l=6: error of (100),(100) = 3.56e-06 Ha bohr^3
Rayleigh cut at l=8: error of (100),(100) = 1.33e-08 Ha bohr^3
Rayleigh cut at l=12: error of (100),(100) = 1.11e-13 Ha bohr^3
MT-IPW elements, M = alpha r^L (1 - c r^2/s^2), in Ha bohr^3
 atom 1, L=0, M=0, c=0.0, G=(0, 0, 0): alpha = 0.438178 bohr^-(L+3/2), Q = 2.282177 bohr^(L+3/2)
  full PW +40.8781721+0.0000000i, on-site -15.7646722-0.0000000i, their sum +25.1135000+0.0000000i
  off-site -4.7204185-0.1371785i, total +20.3930815-0.1371785i | reciprocal +20.3930815-0.1371785i
 atom 2, L=1, M=1, c=1.0, G=(1, 0, 0): alpha = 1.109265 bohr^-(L+3/2), Q = 2.028370 bohr^(L+3/2)
  full PW -1.4265774-0.0571764i, on-site +0.8848913+0.0354659i, their sum -0.5416860-0.0217105i
  off-site -0.0695309+0.1653877i, total -0.6112169+0.1436773i | reciprocal -0.6112169+0.1436773i
 atom 1, L=2, M=-1, c=0.0, G=(0, -1, 1): alpha = 0.107092 bohr^-(L+3/2), Q = 9.337724 bohr^(L+3/2)
  full PW -0.1076900+0.8615201i, on-site +0.0829734-0.6637873i, their sum -0.0247166+0.1977328i
  off-site +0.1525764+0.2005924i, total +0.1278598+0.3983252i | reciprocal +0.1278598+0.3983252i
 atom 1, L=1, M=1, c=1.4, G=(1, 0, 0): alpha = 0.758947 bohr^-(L+3/2), Q = -0.000000 bohr^(L+3/2)
  full PW -0.0989713-0.5443419i, on-site +0.0989713+0.5443419i, their sum +0.0000000+0.0000000i
  off-site -0.0000000+0.0000000i, total -0.0000000+0.0000000i | reciprocal -0.0000000+0.0000000i
|k| = 3.9183e-04 1/bohr: k^2 v(100,100) = 0.023524, 4pi|Theta|^2 = 0.023523 Ha bohr
1 Ha bohr^3 = 4.032311 eV Angstrom^3
v(100,100) = 14.60316, v(000,000) = 101.05944 eV Angstrom^3
|v(atom 2, L=1, M=1; 100)| = 0.6278768 Ha bohr^3 = 2.53179 eV Angstrom^3
```
